Linear Magnetization Curve of a Symmetric Synthetic Antiferromagnet, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ideal film

### 1. A coupling constant that comes out twice too large

Two equal ferromagnetic layers are coupled antiparallel through a thin spacer. A magnetic field in the plane pulls both magnetizations towards itself, and at 277.8 mT the film just reaches saturation. How strong is the coupling?

A tempting argument treats one layer as fixed. Let the fixed layer point along the field, and let the other make an angle θ with it. With coupling energy J cos θ per unit area, and Zeeman energy −M t B cos θ for a layer of magnetization M and thickness t in a field B, the energy of the free layer is

E = (J − M t B) cos θ.

For M t B < J the minimum is at θ = 180°, and for M t B > J it is at θ = 0. The argument predicts a sudden reversal at B = J/(M t). With M = 1200 kA/m and t = 3 nm it gives J = 1.0 mJ/m².

Both conclusions are wrong for this film. Neither layer is fixed, so both turn. The magnetization then grows in proportion to the field, without a jump, and the film saturates at twice the field that the argument predicts. The coupling in the example is 0.5 mJ/m². The correct result follows from minimizing the energy of both layers together.

### 2. The model and its conventions

Each layer has thickness t and saturation magnetization M. The directions of the two magnetizations are the unit vectors m₁ and m₂. The applied field has strength H ≥ 0 and lies in the film plane along the unit vector h. I write B = μ₀H for the same applied field expressed in tesla.

The energy per unit area of film is

E = J m₁·m₂ − Z h·(m₁ + m₂), with Z = μ₀ M t H = M t B.

The first term is the interlayer coupling. With J > 0 it is lowest, −J, for antiparallel layers and highest, +J, for parallel ones. The two arrangements therefore differ by 2J at zero field. The second term is the Zeeman energy. Each layer carries a magnetic moment M t per unit area, and a moment in a field has energy minus moment times field times the cosine of the angle between them. Both J and Z are energies per unit area, in J/m².

Three conventions fix the factor in the final formula. The thickness t belongs to one layer, not to the pair. The coupling energy is J m₁·m₂, with no factor 2 in front. A positive J means antiferromagnetic coupling. If a data sheet writes the coupling energy as −J′ m₁·m₂, its J′ equals −J. If it writes −2J′ m₁·m₂, then J = −2J′.

The assumptions are these:

- Each layer is magnetized uniformly and turns as a whole.
- The layers are identical.
- No direction in the plane is preferred.
- The film extends so far that its edges do not matter.
- M and J are the values at the temperature of use, and thermal agitation about the energy minimum is neglected.

The second half of these notes relaxes most of these assumptions and gives the size of the change.

The energy above omits the demagnetizing energy, and this needs a reason. If m₁ has a component m₁z perpendicular to the film, magnetic charges of density ±M m₁z appear on the two faces of the layer. Two large sheets of opposite charge produce a field −M m₁z between them and none outside. A layer therefore acts on itself but not on its neighbour. The energy density is μ₀M²m₁z²/2, where the factor ½ appears because the field is produced by the magnetization itself. For both layers together,

E_d = (μ₀ M² t/2)(m₁z² + m₂z²).

This is never negative, and it vanishes when both magnetizations lie in the plane. If the energy without E_d has a lowest state in the plane, that state is also lowest with E_d included.

### 3. The global minimum without assuming symmetry

It is natural to guess that the two magnetizations make equal angles with the field on opposite sides of it. The guess can be proved. Define the vector sum

s = m₁ + m₂.

Because m₁ and m₂ have unit length,

|s|² = 1 + 1 + 2 m₁·m₂, so m₁·m₂ = |s|²/2 − 1.

The whole energy now depends on s alone:

E = (J/2)|s|² − J − Z h·s.

To complete the square, expand

(J/2)|s − (Z/J)h|² = (J/2)|s|² − Z h·s + Z²/(2J).

The first two terms on the right are those in E. Subtracting the third gives

E = (J/2)|s − (Z/J)h|² − J − Z²/(2J).

Only the first term depends on the directions. Since J > 0, minimizing E means bringing s as close as possible to the target vector (Z/J)h.

Which vectors s can be reached? The sum of two unit vectors has length at most 2. Conversely, every vector of length at most 2 is reachable: choose a vector w perpendicular to s with |w|² = 1 − |s|²/4, and set

m₁ = s/2 + w, m₂ = s/2 − w.

Both have squared length |s|²/4 + |w|² = 1, as required. There are then two cases.

If Z ≤ 2J, the target lies within reach, and the minimum has s = (Z/J)h.

If Z > 2J, the target is too far away. By the triangle inequality its distance from any reachable s is at least Z/J − 2, and this distance is attained at s = 2h. Both layers then point along the field.

In the first case, for H > 0, w is perpendicular to the field. It may be chosen in the plane, which makes E_d zero. The two magnetizations are then mirror images of each other in the field direction.

### 4. The linear curve

The measured quantity is the mean component of magnetization along the field, divided by M:

m = h·(m₁ + m₂)/2 = h·s/2.

Inserting the minimum for Z ≤ 2J gives

m = Z/(2J) = μ₀ M t H/(2J).

This reaches 1 when μ₀ M t H = 2J. The saturation field is therefore

H_s = 2J/(μ₀ M t), or B_s = μ₀H_s = 2J/(M t),

and the complete curve is

m = H/H_s for 0 ≤ H ≤ H_s, and m = 1 for H ≥ H_s.

For the opposite field direction, m changes sign. At H = 0 the sum s vanishes: the layers are antiparallel along an arbitrary axis in the plane, and m = 0 whatever the axis.

Let θ be the angle between either magnetization and the field. Since w is perpendicular to h, each layer has the same component along the field, so

cos θ = m = H/H_s.

The angle itself is not linear in the field, but its cosine is. As H tends to zero from above, θ tends to 90°. The antiparallel pair places itself across the field, because from there both layers can lean towards it.

The units agree: J/m² divided by (A/m)·m is J/(A·m²), which is the tesla. The dependence on the parameters is also reasonable. A stronger coupling resists the field more, while a larger moment per area M t gives the field a better grip. With J and M held fixed, halving t doubles the saturation field.

The minimum energies are also useful. Below saturation the square vanishes, and above it m₁·m₂ = 1:

E_min = −J − Z²/(2J) for Z ≤ 2J,
E_min = J − 2Z for Z ≥ 2J.

At Z = 2J both expressions give −3J, so the energy is continuous.

### 5. The same result from torques, and the origin of the 2

Let θ₁ and θ₂ be the in-plane angles from the field, counted in the same sense. Then

E = J cos(θ₁ − θ₂) − Z(cos θ₁ + cos θ₂).

At a stationary point both derivatives vanish:

∂E/∂θ₁ = −J sin(θ₁ − θ₂) + Z sin θ₁ = 0,
∂E/∂θ₂ = +J sin(θ₁ − θ₂) + Z sin θ₂ = 0.

The coupling terms are opposite because the layers exert opposite torques on each other. Adding the equations removes them. For H > 0,

sin θ₁ + sin θ₂ = 0.

Hence either θ₂ = −θ₁ or θ₂ = θ₁ + 180°. In the second case sin(θ₁ − θ₂) = 0, so the first equation requires sin θ₁ = 0, and the layers are antiparallel along the field. In the first case, with θ₁ = θ,

−J sin 2θ + Z sin θ = sin θ (Z − 2J cos θ) = 0.

The solutions are the canted state cos θ = Z/(2J), the parallel state along the field, and the parallel state against it.

This form shows where the 2 comes from. Start from saturation and tilt the layers by small angles +ε and −ε. The field pulls each layer back with torque Zε. The angle between the layers is 2ε, so the coupling drives each layer away with torque J sin 2ε ≈ 2Jε. The field wins if Z > 2J. With one layer fixed, a tilt ε of the other would change the relative angle by ε, and the condition would be Z > J.

### 6. Stability and the absence of hysteresis

A stationary state is a minimum if every small rotation raises the energy. With Δ = θ₁ − θ₂, the second derivatives are

E₁₁ = −J cos Δ + Z cos θ₁,
E₂₂ = −J cos Δ + Z cos θ₂,
E₁₂ = J cos Δ.

For θ₂ = −θ₁ the first two are equal. The matrix then has two simple modes. Turning both layers in the same sense has curvature E₁₁ + E₁₂ = Z cos θ. Turning them in opposite senses has curvature E₁₁ − E₁₂ = Z cos θ − 2J cos 2θ.

In the canted state Z = 2J cos θ, and cos 2θ = 2cos²θ − 1. The two curvatures become

2J cos²θ and 2J cos²θ − 2J(2cos²θ − 1) = 2J sin²θ.

Both are positive for 0 < H < H_s, so the canted state is stable.

In the parallel state along the field the curvatures are Z and Z − 2J. It is unstable below H_s and stable above. At H_s itself the second curvature vanishes, and the energy must be examined further. For opposite tilts, Z = 2J gives

E = J(2cos²θ − 1) − 4J cos θ = −3J + 2J(1 − cos θ)²,

which still has its minimum at θ = 0.

The parallel state against the field has curvatures −Z and −Z − 2J, so it is a maximum. For antiparallel layers along the field, cos Δ = −1, and

E₁₁ = J + Z, E₂₂ = J − Z, E₁₂ = −J.

The determinant is (J + Z)(J − Z) − J² = −Z². A negative determinant means one positive and one negative curvature, so this state is a saddle for any H > 0.

For magnetizations in the plane, every nonzero field thus has one stable arrangement, apart from its mirror image with the same m. The film has no second minimum in which to be trapped, and the curve is the same for rising and falling field.

### 7. Numbers for the ideal film

Take J = 0.5 mJ/m², M = 1200 kA/m and t = 3 nm. The moment per area of one layer is

M t = (1.2 × 10⁶ A/m)(3 × 10⁻⁹ m) = 3.6 × 10⁻³ A.

Therefore

B_s = 2(0.5 × 10⁻³ J/m²)/(3.6 × 10⁻³ A) = 0.2778 T = 277.8 mT,

which corresponds to H_s = 221.0 kA/m. The slope of the magnetization curve is M/H_s = 1200/221.0 = 5.43, a pure number.

The energy was also minimized numerically over all directions in space, with E_d included, from eight random starting arrangements at each of 13 fields from 0 to 1.2 H_s. At each field all starts reached the same energy per area to within one millionth of the coupling constant J. Some of the states found are:

- 27.8 mT: m = 0.100, both layers 84.3° from the field
- 83.3 mT: m = 0.300, 72.5°
- 138.9 mT: m = 0.500, 60.0°
- 250.0 mT: m = 0.900, 25.8°
- 305.6 mT: m = 1.000, 0°

At 138.9 mT, where the fixed-layer argument predicted a complete reversal, each layer stands at 60° and the film is half magnetized.

## Second half: energy balance and limits of the model

### 8. What is carried over

The layers have directions m₁ and m₂, magnetization M and thickness t each. The coupling energy per area is J m₁·m₂ with J > 0. The applied field is B = μ₀H, and Z = M t B is the Zeeman energy scale of one layer. The sum of the directions is s = m₁ + m₂, the reduced magnetization along the field is m, and θ is the angle of either layer from the field. For an in-plane field the ideal film has

m = cos θ = Z/(2J) up to B_s = 2J/(M t), and m = 1 above.

The example has J = 0.5 mJ/m², M = 1200 kA/m, t = 3 nm and B_s = 277.8 mT. The extra parameters introduced below are rough assumed values, and each effect is added to the ideal film separately.

### 9. The area beside the curve

The saturation field is one point of the curve. The whole curve gives a second route to J, which is less sensitive to some imperfections.

Let U be the internal energy per area, meaning everything except the Zeeman term. For the ideal film U = J m₁·m₂. The total energy is U − 2M t B m, since the two layers carry the moment 2M t m along the field. At equilibrium a small change of state leaves the total energy unchanged to first order at fixed B, so

dU = 2M t B dm.

Integrate from the antiparallel state at B = 0 to saturation:

U(parallel) − U(antiparallel) = 2M t ∫ B dm.

The integral is the area between the curve and the m axis. Integration by parts turns it into an integral over field, with m = 1 at the upper limit B_s:

∫ B dm = B_s − ∫ m dB = ∫ (1 − m) dB.

For the ideal film the left side is J − (−J) = 2J. On the right, the area is a triangle with base B_s and height 1, which gives 2M t · B_s/2 = M t B_s. Equating the two sides returns B_s = 2J/(M t). The area beside the numerically minimized curve, multiplied by 2M t, gives 1.0000 mJ/m², equal to 2J.

The argument requires the film to follow equilibrium states. It does not require a straight curve.

For the ideal film in an in-plane field, the magnetization rises linearly and without hysteresis up to B_s = 2J/(M t), and the area beside the curve gives a second route to J. What remains is to see how a perpendicular field, anisotropy, biquadratic coupling, unequal layers, twisting and thermal agitation change this result, and how the model compares with a real film.

Numbers in the example were calculated in double precision.
